# Quadratic rectification current from Hartree charging of an off-resonant level

## Problem

One spatial level, which can hold one electron of each spin, lies between two metallic contacts. Its bare energy is $\varepsilon_0$, and two electrons on it repel with energy $U\ge 0$. The contacts broaden it by the couplings $\Gamma_L$ and $\Gamma_R$, which do not depend on energy (the wide-band limit). Define

$$\Gamma=\Gamma_L+\Gamma_R,\qquad \lambda=\frac{\Gamma_L-\Gamma_R}{\Gamma}.$$

A bias $V$ is applied symmetrically: $\mu_L=+eV/2$ and $\mu_R=-eV/2$, with $e>0$. Energies are measured from the Fermi energy at zero bias. The bare level stays at $\varepsilon_0$ when the bias changes. The current $I$ is $e$ times the number of electrons per second going from left to right, both spins included. The temperature is zero and the interaction is treated in the non-magnetic Hartree approximation.

1. Find the coefficient $I_2$ in $I=I_1V+I_2V^2+\dots$.
2. Show that it vanishes at $U=0$, and find what else makes it vanish.
3. Evaluate it for $\varepsilon_0=0.80$ eV, $\Gamma_L=0.16$ eV, $\Gamma_R=0.04$ eV and $U=0.40$ eV.

## First estimate by scaling

Let the level lie far above the Fermi energy, $\varepsilon_0\gg\Gamma$. Its spectral weight per unit energy near the Fermi energy is of order $\Gamma/\varepsilon_0^2$. Positive bias adds electrons from the left in proportion to $\Gamma_L$ and removes electrons supplied by the right in proportion to $\Gamma_R$. The net change of occupation is therefore

$$\delta n\sim\lambda\,\frac{\Gamma\,eV}{\varepsilon_0^2}.$$

The repulsion lifts the level by $U\delta n$. The transmission, of order $\Gamma_L\Gamma_R/\varepsilon_0^2$, falls by a relative amount of order $U\delta n/\varepsilon_0$. Multiplying the linear current by this relative change gives

$$I_2\sim-\frac{2e^2}{h}\,\frac{\Gamma_L\Gamma_R}{\varepsilon_0^2}\,\frac{e\lambda U\Gamma}{\varepsilon_0^3}.$$

All numerical factors in the charging argument have been dropped. For the given parameters $\lambda=0.60$, and $2e^2/h=77481$ nA/V. The first two factors give $77481\times0.0064/0.64=775$ nA/V. The last is $0.60\times0.40\times0.20/0.512=0.094$ per volt. The estimate is thus $I_2\sim-73$ nA/V².

## Exact solution of the Hartree model

**The current at a given level energy.** In the Hartree approximation an electron of one spin feels the mean occupation $n$ of the other spin. In the non-magnetic state both occupations are equal, so

$$\varepsilon=\varepsilon_0+Un. \tag{1}$$

This self-energy is real and instantaneous. It moves the level but adds no broadening and no source of electrons. The retarded Green function and the lesser function, which describes the filled states, are

$$G^r(E)=\frac{1}{E-\varepsilon+i\Gamma/2},\qquad -iG^<(E)=|G^r|^2(\Gamma_Lf_L+\Gamma_Rf_R),$$

where $f_L$ and $f_R$ are the Fermi functions of the contacts. The spectral function is

$$A=i(G^r-G^{r*})=\Gamma|G^r|^2.$$

The Meir-Wingreen formula for the electron flow out of the left contact, per spin, is

$$J_L=\frac1h\int dE\;\Gamma_L\left[f_LA-(-iG^<)\right].$$

The first term is injection into the level and the second is return to the contact. Inserting the two functions gives

$$J_L=\frac1h\int dE\;\Gamma_L|G^r|^2\left[(\Gamma_L+\Gamma_R)f_L-\Gamma_Lf_L-\Gamma_Rf_R\right].$$

The terms $\Gamma_Lf_L$ cancel, and $\Gamma_R(f_L-f_R)$ remains. Multiplication by $e$ and by 2 for spin yields, at zero temperature,

$$I=K(\varepsilon,V)=\frac{2e}{h}\int_{-eV/2}^{eV/2}\frac{\Gamma_L\Gamma_R}{(E-\varepsilon)^2+\Gamma^2/4}\,dE. \tag{2}$$

If $\varepsilon$ is held fixed, reversing $V$ exchanges the limits of integration. Hence $K(\varepsilon,-V)=-K(\varepsilon,V)$. An even part of the measured current can arise in this model only through a level energy that differs between $V$ and $-V$.

**The occupation.** The occupation per spin is the integral of $-iG^</2\pi$. Each contact fills energies up to its own chemical potential:

$$n=\sum_{\alpha=L,R}\frac{\Gamma_\alpha}{2\pi}\int_{-\infty}^{\mu_\alpha}\frac{dE}{(E-\varepsilon)^2+\Gamma^2/4}.$$

The integral of the Lorentzian is $(2/\Gamma)$ times an arctangent, which equals $-\pi/2$ at the lower limit. Therefore

$$n(\varepsilon,V)=\sum_\alpha\frac{\Gamma_\alpha}{\Gamma}\left[\frac12+\frac1\pi\arctan\frac{2(\mu_\alpha-\varepsilon)}{\Gamma}\right]. \tag{3}$$

This function lies between 0 and 1 and decreases as $\varepsilon$ rises. Thus $\varepsilon-\varepsilon_0-Un(\varepsilon,V)$ increases steadily with $\varepsilon$, and equation (1) has one solution, between $\varepsilon_0$ and $\varepsilon_0+U$. Call its value at zero bias $\bar\varepsilon$.

**Linear response of the level.** Write $q=\bar\varepsilon^2+\Gamma^2/4$. The derivative of the arctangent term in (3) with respect to $\mu_\alpha$, at $V=0$, is

$$\frac1\pi\,\frac{2/\Gamma}{1+4\bar\varepsilon^2/\Gamma^2}=\frac{1}{2\pi}\frac{\Gamma}{q}\equiv D. \tag{4}$$

The middle expression was multiplied above and below by $\Gamma^2/4$. The quantity $D$ is the density of states per spin at the Fermi energy. Since $d\mu_L/dV=e/2$ and $d\mu_R/dV=-e/2$,

$$\left.\frac{\partial n}{\partial V}\right|_{\varepsilon}=\frac{\Gamma_L}{\Gamma}D\frac e2-\frac{\Gamma_R}{\Gamma}D\frac e2=\frac{e\lambda D}{2},\qquad \frac{\partial n}{\partial\varepsilon}=-D.$$

The second derivative follows because (3) depends on $\mu_\alpha-\varepsilon$ and the weights $\Gamma_\alpha/\Gamma$ add to one. Differentiating equation (1) now gives

$$\frac{d\varepsilon}{dV}=U\left(\frac{e\lambda D}{2}-D\frac{d\varepsilon}{dV}\right)
\quad\Longrightarrow\quad
\frac{d\varepsilon}{dV}=\frac{e\lambda}{2}\,\frac{UD}{1+UD}. \tag{5}$$

The denominator is the level's own screening: as the level rises, it loses some of the charge that lifted it.

**The quadratic coefficient.** For small $V$ the integrand of (2) may be taken at $E=0$. The next correction is of order $V^3$, because $K$ is odd in $V$:

$$K(\varepsilon,V)=\frac{2e^2}{h}T_0(\varepsilon)V+O(V^3),\qquad T_0(\varepsilon)=\frac{\Gamma_L\Gamma_R}{\varepsilon^2+\Gamma^2/4}.$$

Inserting $\varepsilon=\bar\varepsilon+(d\varepsilon/dV)V+O(V^2)$ produces

$$I=\frac{2e^2}{h}\left[T_0(\bar\varepsilon)V+T_0'(\bar\varepsilon)\frac{d\varepsilon}{dV}V^2\right]+O(V^3),\qquad T_0'(\bar\varepsilon)=-\frac{2\bar\varepsilon\,\Gamma_L\Gamma_R}{q^2}.$$

The factor 2 in $T_0'$ cancels the $1/2$ in (5), and the result is

$$\boxed{I_2=-\frac{2e^3}{h}\,\lambda\,\frac{\bar\varepsilon\,\Gamma_L\Gamma_R}{(\bar\varepsilon^2+\Gamma^2/4)^2}\,\frac{UD}{1+UD}} \tag{6}$$

For a level above the Fermi energy and a better coupled left contact, $I_2$ is negative. Positive bias fills the level, pushes it further from resonance and lowers the current. Negative bias partly empties it and brings it closer. Exchanging the couplings reverses the sign, and so does placing $\bar\varepsilon$ at the same distance below the Fermi energy.

## When the even current vanishes

At $U=0$ equation (1) gives $\varepsilon=\varepsilon_0$ at every bias. Then $I(V)=K(\varepsilon_0,V)$ is odd, so the whole even current vanishes and not merely its $V^2$ term. Unequal couplings alone do not rectify here.

For $\Gamma_L=\Gamma_R$ both contacts enter (3) with the same weight, so reversing $V$ only exchanges the two terms. The level energy is then even in $V$, and the current is odd.

The third case is $\varepsilon_0=-U/2$. Since the arctangent is odd, (3) obeys $n(-\varepsilon,-V)=1-n(\varepsilon,V)$. If $\varepsilon$ solves (1) at bias $V$, then

$$-\varepsilon=\frac U2-Un(\varepsilon,V)=-\frac U2+U\,n(-\varepsilon,-V),$$

so $-\varepsilon$ is the solution at $-V$. The substitution $E\to-E$ in (2) shows that $K$ is even in $\varepsilon$. Hence $I(-V)=K(-\varepsilon,-V)=-K(\varepsilon,V)=-I(V)$. At zero bias this level sits at $\bar\varepsilon=0$ and is half filled.

The condition that the bare level does not move is essential. Suppose instead that it drifts as $\varepsilon_0+\alpha eV$. Differentiating (1) then adds $\alpha e$ to the right-hand side of the first equation in (5), and

$$\frac{d\varepsilon}{dV}=e\,\frac{\alpha+\lambda UD/2}{1+UD}. \tag{7}$$

At $U=0$ this leaves $I_2=(2e^3/h)\,\alpha\,T_0'(\varepsilon_0)$, which is a rectification without interaction. The name "symmetric bias" must therefore include $\alpha=0$.

## Two limits

Far from resonance, $|\bar\varepsilon|\gg\Gamma$, and for $UD\ll1$, equations (4) and (6) reduce to

$$I_2\simeq-\frac{2e^3}{h}\,\frac{\lambda U\Gamma\,\Gamma_L\Gamma_R}{2\pi\,\bar\varepsilon^5}. \tag{8}$$

Three powers of $\bar\varepsilon$ come from the slope of the transmission and two from the density of states.

For $UD\gg1$, equation (5) tends to $d\varepsilon/dV=e\lambda/2$. The level then follows the coupling-weighted mean of the chemical potentials, $(\Gamma_L\mu_L+\Gamma_R\mu_R)/\Gamma=\lambda eV/2$, which keeps its occupation constant to first order. This limit is formal. A small spin imbalance $m=n_\uparrow-n_\downarrow$ shifts the two spin levels oppositely, and the linearized Hartree equations return $UDm$. For $UD>1$ the imbalance is amplified, and the non-magnetic solution is not the stable one.

## Numbers for the example

Solving (1) and (3) numerically at $V=0$ gives $n=0.0388$ and $\bar\varepsilon=0.8155$ eV. The further steps are

$$q=0.8155^2+0.10^2=0.6751\ \text{eV}^2,\qquad D=\frac{0.20}{2\pi\times0.6751}=0.0472\ \text{eV}^{-1},$$

$$UD=0.0189,\qquad \frac{d\varepsilon}{dV}=\frac{0.60}{2}\times\frac{0.01886}{1.01886}\ \text{eV/V}=5.55\ \text{meV/V},$$

$$T_0'=-\frac{2\times0.8155\times0.0064}{0.6751^2}=-0.0229\ \text{eV}^{-1}.$$

Hence

$$I_2=77481\times(-0.02290)\times0.005553=-9.86\ \text{nA/V}^2.$$

The linear coefficient is $I_1=735$ nA/V.

The non-magnetic assumption holds for the biases used below. Both spin levels lie at or above 0.80 eV, at least 0.60 eV above either chemical potential when $|V|\le0.4$ V. There $U|\partial n/\partial\varepsilon|$ is below 0.04. Two different spin levels would have to satisfy $|\varepsilon_\uparrow-\varepsilon_\downarrow|\le0.04\,|\varepsilon_\uparrow-\varepsilon_\downarrow|$, which forces them to coincide.

The full current follows when (1) is solved numerically at each bias and inserted in (2). At $V=+0.2$ V the level is at 0.8169 eV and $I=148.58$ nA. At $V=-0.2$ V it is at 0.8146 eV and $I=-149.40$ nA. Half the sum of the two currents is the even part, $-0.41$ nA, or 0.28% of the odd part in magnitude.

| $V$ (V) | even current (nA) | $I_2V^2$ (nA) |
|---|---:|---:|
| 0.1 | −0.0996 | −0.0986 |
| 0.2 | −0.411 | −0.394 |
| 0.4 | −1.866 | −1.577 |

Relative to $I_2V^2$, the excess is 1.0%, 4.2% and 18%. It grows by a factor slightly above four at each doubling of $V$, as a $V^4$ term with smaller higher terms would require.

With the bare level and couplings held fixed, $I_2$ is 0, −2.68, −5.21 and −9.86 nA/V² for $U=0$, 0.1, 0.2 and 0.4 eV. The last value is 3.7 times the second, not four times. A larger $U$ raises $\bar\varepsilon$, which weakens the transmission slope and the density of states, and it strengthens the screening factor $1+UD$.

## Comparison of the estimate with the solution

The scaling estimate has the right sign and the right dependence on the parameters in the regime of (8), but its magnitude is too large by $72.6/9.86=7.4$. Dividing the estimate by (6) shows where this comes from:

$$\frac{I_2^{\text{est}}}{I_2}=2\pi\left(\frac{\bar\varepsilon}{\varepsilon_0}\right)^5\left(\frac{q}{\bar\varepsilon^2}\right)^3(1+UD)=6.28\times1.10\times1.05\times1.02=7.4.$$

The factor $2\pi$ dominates. It is the $1/2\pi$ in the density of states; the factor 2 from the slope of $1/\varepsilon^2$ cancels the $1/2$ from the symmetric bias. The other factors express the Hartree shift already present at zero bias, the finite width, and screening.

## Relation to a molecular junction

The parameters are round values chosen for illustration. For a conjugated molecule between metal contacts, a level several tenths of an eV from the Fermi energy and couplings of the order of 0.1 eV are plausible. The repulsion of 0.40 eV is low for a small molecule, even with screening by the metal. The result is very sensitive to the assumption $\alpha=0$. By (7), a drift of $\lambda UD/2=0.0057$, or 0.57% of the bias, doubles $I_2$, and the opposite drift cancels it. A drift of 5% would contribute about nine times the Hartree term. A quadratic current in such a junction is thus no evidence of Hartree charging unless the drift is known to well below one percent.

Correlation is a smaller correction here. Two electrons of opposite spin at the Fermi energy can meet on the nearly empty level only virtually, at an energy cost of about $2\bar\varepsilon$. Summing their repeated collisions gives an effective repulsion

$$U_{\text{eff}}=U-\frac{U^2}{2\bar\varepsilon}+\frac{U^3}{(2\bar\varepsilon)^2}-\dots=\frac{U}{1+U/2\bar\varepsilon}.$$

For the example this is $0.80\,U$. This narrow-level estimate would mean that Hartree theory overstates $|I_2|$ by about a quarter of the corrected value. The finite width of the level weakens the correction: evaluated with $\Gamma=0.20$ eV, the second-order term is −19% of the Hartree response instead of the −25% given by $-U/2\bar\varepsilon$. This is only the second-order term. Higher orders in $U$ partly offset it, as in the series above, and the weaker repulsion also lowers $\bar\varepsilon$ slightly, which raises $|I_2|$. The overstatement is therefore smaller than a quarter; with all orders included it is about 17% of the corrected value, close to a sixth. With $U$ comparable to $2\bar\varepsilon$, the Hartree result would be a poor approximation.

At finite temperature, $D$ and $T_0'$ are replaced by their averages over energy with weight $-\partial f/\partial E$. Numerical averaging at 300 K gives $I_2=-10.1$ nA/V², larger in magnitude by 2.9%. The leading thermal correction explains this. Far from resonance $T_0'\propto\varepsilon^{-3}$ and $D\propto\varepsilon^{-2}$, whose relative second derivatives are $12/\varepsilon^2$ and $6/\varepsilon^2$. With $k_BT=0.0259$ eV, the relative change is $(\pi^2/6)\times18\,(k_BT/\bar\varepsilon)^2=3.0\%$.

A second orbital can matter more. If one lies at −3 eV with couplings of the same size, its transmission amplitude at the Fermi energy is $0.8155/3=0.27$ of the first. Depending on the relative sign, interference multiplies the transmission by about $(1-0.27)^2=0.53$ or $(1+0.27)^2=1.6$. The transmission is the square of the summed amplitudes, so if only the first level moves with the bias, its slope, and with it $I_2$, changes by about the factor $1-0.27$ or $1+0.27$. In a real molecule electrons in different orbitals also repel, so both levels move. Take that repulsion equal to $U$ and keep only the Hartree terms. The density of states of the second orbital is $0.27^2=0.074$ of the first, and its two spins add about 15% to the shift of the first level. The second level is shifted about twice as far as the first, which changes the slope of the summed amplitude by about $\pm15\%$, with the plus sign in the destructive case. The two factors then become roughly $0.73\times1.30=0.95$ and $1.27\times1.00=1.27$. The single-level value of $I_2$ is therefore only a rough guide for a real molecule, even when the drift is absent.

All numerical values are calculated from the stated model.
